# Landau Levels of InAs with a Kane Band, Spin Neglected: test program

```python
"""Landau levels of a nonparabolic (Kane) conduction band, spin neglected.

Result under test:
    E_n = (-1 + sqrt(1 + 4*alpha*X_n)) / (2*alpha),
    X_n = (n + 1/2)*hbar*e*B/m + hbar^2*kz^2/(2*m)
E_n: energy above the zero-field band edge; m: band-edge mass;
alpha: nonparabolicity (1/eV); B: field along z; kz: wave number along z.
The levels are checked against a four-band Hamiltonian (one s, three p bands)
on a grid, and the spacings against a classical orbit on the same band.
Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

MASS = 0.023            # in free-electron masses
ALPHA = 2.7             # 1/eV
FIELD = 10.0            # T
GAP = 1.0 / ALPHA       # eV, gap of the spinless four-band model
KZ_TEST = 0.1           # 1/nm
# hbar^2/(2 m0) in eV nm^2
FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
P_KANE = np.sqrt(FREE / MASS * GAP)      # s-p coupling, eV nm


def magnetic_length(field):
    return np.sqrt(const.hbar / (const.e * field)) * 1e9


def kane_levels(count, field, mass, alpha, kz=0.0):
    quantum = const.hbar * field / (mass * const.m_e)   # in eV
    x = (np.arange(count) + 0.5) * quantum + FREE / mass * kz**2
    return (-1 + np.sqrt(1 + 4 * alpha * x)) / (2 * alpha)


def grid_levels(step, kz, count=3, half_width=7.0):
    """Conduction levels of the four-band Hamiltonian, Landau gauge.
    step and half_width are in magnetic lengths. The px amplitude sits
    midway between grid points and absorbs a factor i (real matrix)."""
    length = magnetic_length(FIELD)
    n = int(round(2 * half_width / step)) - 1
    x = (np.arange(n) - (n - 1) / 2) * step
    derivative = np.zeros((n + 1, n))
    index = np.arange(n)
    derivative[index, index] = 1 / (step * length)
    derivative[index + 1, index] = -1 / (step * length)
    coupling = P_KANE * np.vstack(
        [derivative, np.diag(x / length), kz * np.eye(n)])
    size = n + coupling.shape[0]
    h = np.zeros((size, size))
    h[n:, :n] = coupling
    h[:n, n:] = coupling.T
    h[np.arange(n, size), np.arange(n, size)] = -GAP
    values = np.linalg.eigvalsh(h)
    return values[values > 0][:count]


def band_energy(kx, ky):
    """Zero-field conduction energy by diagonalization at kz = 0."""
    h = np.diag([0.0, -GAP, -GAP, -GAP])
    h[0, 1] = h[1, 0] = P_KANE * kx
    h[0, 2] = h[2, 0] = P_KANE * ky
    return np.linalg.eigvalsh(h)[-1]


def orbit_quantum(energy):
    """hbar times the classical orbital frequency at given energy, eV."""
    k_start = brentq(lambda k: band_energy(k, 0.0) - energy, 1e-4, 2.0,
                     xtol=1e-13)
    dk = 1e-4

    def motion(_, k):
        slope_x = (band_energy(k[0] + dk, k[1])
                   - band_energy(k[0] - dk, k[1])) / (2 * dk)
        slope_y = (band_energy(k[0], k[1] + dk)
                   - band_energy(k[0], k[1] - dk)) / (2 * dk)
        return [-slope_y, slope_x]

    def half_turn(_, k):
        return k[1]
    half_turn.terminal = True
    half_turn.direction = -1
    run = solve_ivp(motion, (0, 50), [k_start, 0.0], method="DOP853",
                    events=half_turn, rtol=1e-8, atol=1e-10)
    # scaled time is t*e*B/hbar^2, so energy = pi/(length^2 * half period)
    return np.pi / (magnetic_length(FIELD)**2 * run.t_events[0][0])


def spin_levels(field, split_off, free_terms, count=6, n_osc=40):
    """Conduction levels at kz = 0 with spin, in an oscillator basis.
    split_off: spin-orbit splitting, eV; free_terms: 1 or 0, switches the
    free-electron kinetic and spin Zeeman terms. Band-edge mass kept."""
    length = magnetic_length(field)
    weight = 2 / (3 * GAP) + 1 / (3 * (GAP + split_off))
    p_squared = FREE * (1 / MASS - free_terms) / weight
    lower = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
    k_x = (lower + lower.T) / (np.sqrt(2) * length)
    k_y = 1j * (lower - lower.T) / (np.sqrt(2) * length)
    sigma = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    one_spin, one_osc = np.eye(2), np.eye(n_osc)
    local = np.kron(np.diag([0.0] + [-GAP - split_off / 3] * 3),
                    one_spin).astype(complex)
    for j in range(3):
        a, b = (j + 1) % 3, (j + 2) % 3
        orbital = np.zeros((4, 4), complex)
        orbital[1 + a, 1 + b] = -1j
        orbital[1 + b, 1 + a] = 1j
        local += split_off / 3 * np.kron(orbital, sigma[j])
    g_free = abs(const.physical_constants["electron g factor"][0])
    bohr = const.physical_constants["Bohr magneton in eV/T"][0]
    local += (free_terms * g_free * bohr * field / 2
              * np.kron(np.eye(4), sigma[2]))
    h = np.kron(local, one_osc)
    for j, k_op in ((1, k_x), (2, k_y)):
        link = np.zeros((4, 4))
        link[0, j] = link[j, 0] = np.sqrt(p_squared)
        h += np.kron(np.kron(link, one_spin), k_op)
    kinetic = FREE * np.diag(2 * np.arange(n_osc) + 1) / length**2
    h += free_terms * np.kron(np.eye(8), kinetic)
    values = np.linalg.eigvalsh(h)
    band_edge_g = g_free * free_terms - (2 * p_squared / (3 * FREE)) * (
        1 / GAP - 1 / (GAP + split_off))
    return values[values > 0][:count], band_edge_g


# ---- spinless levels: formula against grid diagonalization ----
quantum = const.hbar * FIELD / (MASS * const.m_e)
levels = kane_levels(3, FIELD, MASS, ALPHA)
spacings = np.diff(levels)
coarse, fine = grid_levels(0.10, 0.0), grid_levels(0.05, 0.0)
grid = fine + (fine - coarse) / 3        # removes the step^2 error
grid_error = np.max(np.abs(grid - levels))
assert grid_error < 5e-6                 # remaining error of order step^4

levels_kz = kane_levels(3, FIELD, MASS, ALPHA, KZ_TEST)
coarse_kz, fine_kz = grid_levels(0.10, KZ_TEST), grid_levels(0.05, KZ_TEST)
grid_kz = fine_kz + (fine_kz - coarse_kz) / 3
assert np.max(np.abs(grid_kz - levels_kz)) < 5e-6

grid_spacings = np.diff(grid)
assert round(grid_spacings[0] * 1e3) == 41
assert round(grid_spacings[1] * 1e3) == 35
assert round(quantum * 1e3) == 50

# ---- spacing equals classical quantum at the mean level energy ----
means = (levels[1:] + levels[:-1]) / 2
orbits = np.array([orbit_quantum(e) for e in means])
assert np.max(np.abs(orbits - grid_spacings)) < 1e-5
masses = MASS * (1 + 2 * ALPHA * means)
orbit_masses = const.hbar * FIELD / (orbits * const.m_e)
assert np.max(np.abs(orbit_masses / masses - 1)) < 1e-5

# ---- first-order expansion in alpha, and its failure ----
x_parabolic = (np.arange(3) + 0.5) * quantum
first_order = np.diff(x_parabolic - ALPHA * x_parabolic**2)
series_parameter = 4 * ALPHA * x_parabolic
assert np.all(grid_spacings - first_order > 3e-3)
assert series_parameter[1] < 1 < series_parameter[2]

# ---- spin and spin-orbit coupling ----
SPLIT_OFF = 0.39                         # eV, rough
plain, _ = spin_levels(FIELD, 0.0, 0)
assert np.max(np.abs(plain - np.repeat(levels, 2))) < 1e-10
weak_field = 0.1
weak, g_edge = spin_levels(weak_field, SPLIT_OFF, 1)
bohr_magneton = const.physical_constants["Bohr magneton in eV/T"][0]
g_weak = (weak[1] - weak[0]) / (bohr_magneton * weak_field)
assert abs(g_weak / abs(g_edge) - 1) < 0.01   # finite-field correction
full, _ = spin_levels(FIELD, SPLIT_OFF, 1)
larger, _ = spin_levels(FIELD, SPLIT_OFF, 1, n_osc=50)
assert np.max(np.abs(full - larger)) < 1e-10
spin_split = full[1::2] - full[0::2]
spin_mean_spacing = np.diff((full[1::2] + full[0::2]) / 2)

# ---- other neglected effects, rough inputs ----
MOBILITY = 20000.0                       # cm^2/(V s)
GAP_COLD = 0.42                          # eV
LO_PHONON, EPS_HIGH, EPS_STATIC = 0.030, 12.3, 15.1
broadening = const.hbar / (MASS * const.m_e * MOBILITY * 1e-4)
mass_cold = MASS * GAP_COLD / GAP        # same s-p coupling
cold_spacings = np.diff(kane_levels(3, FIELD, mass_cold, 1 / GAP_COLD))
rest_energy = const.m_e * const.c**2 / const.e
froehlich = (const.fine_structure
             * np.sqrt(MASS * rest_energy / (2 * LO_PHONON))
             * (1 / EPS_HIGH - 1 / EPS_STATIC))

print(f"Band-edge mass: {MASS:.3f} m0")
print(f"Nonparabolicity alpha: {ALPHA:.1f} 1/eV")
print(f"Magnetic field: {FIELD:.0f} T")
print(f"Model gap 1/alpha: {GAP:.3f} eV")
print(f"s-p coupling P: {P_KANE:.4f} eV nm")
print(f"Magnetic length: {magnetic_length(FIELD):.3f} nm")
print(f"Parabolic spacing: {quantum*1e3:.2f} meV")
for n in range(3):
    print(f"n={n}: parabolic level {x_parabolic[n]*1e3:.2f} meV, "
          f"Kane level {levels[n]*1e3:.2f} meV")
    print(f"n={n}: 4*alpha*X = {series_parameter[n]:.3f} (no unit)")
for n in range(2):
    print(f"Spacing {n}->{n+1}: {spacings[n]*1e3:.2f} meV")
    print(f"  from classical orbit: {orbits[n]*1e3:.2f} meV")
    print(f"  mean energy: {means[n]*1e3:.2f} meV")
    print(f"  cyclotron mass there: {masses[n]:.5f} m0")
    print(f"  first order in alpha: {first_order[n]*1e3:.2f} meV")
print(f"Grid shift on halving step: "
      f"{np.max(np.abs(fine-coarse))*1e3:.4f} meV")
print(f"Extrapolated grid minus formula, largest: {grid_error*1e3:.5f} meV")
print(f"Test kz: {KZ_TEST:.1f} 1/nm")
print(f"Spacing 0->1 at that kz: {(levels_kz[1]-levels_kz[0])*1e3:.2f} meV")
print(f"Spin-orbit splitting, rough input: {SPLIT_OFF:.2f} eV")
print(f"Band-edge g factor with spin-orbit: {g_edge:.2f} (no unit)")
print(f"|g| from levels at {weak_field:.1f} T: {g_weak:.2f} (no unit)")
for n in range(3):
    print(f"Spin splitting of n={n}: {spin_split[n]*1e3:.2f} meV")
for n in range(2):
    print(f"Spin-averaged spacing {n}->{n+1}: "
          f"{spin_mean_spacing[n]*1e3:.2f} meV")
for temperature in (77.0, 300.0):
    thermal = const.k * temperature / const.e
    print(f"kT at {temperature:.0f} K: {thermal*1e3:.2f} meV; "
          f"Boltzmann ratio n=1/n=0: {np.exp(-spacings[0]/thermal):.4f}")
print(f"Mobility, rough input: {MOBILITY:.0f} cm2/Vs")
print(f"Collision broadening hbar/tau: {broadening*1e3:.2f} meV")
print(f"Low-temperature gap, rough input: {GAP_COLD:.2f} eV")
print(f"Mass at that gap, same P: {mass_cold:.4f} m0")
print(f"Spacings at that gap: {cold_spacings[0]*1e3:.2f} and "
      f"{cold_spacings[1]*1e3:.2f} meV")
print(f"LO phonon energy, rough input: {LO_PHONON*1e3:.0f} meV")
print(f"Dielectric constants, rough input: {EPS_HIGH} and {EPS_STATIC}")
print(f"Froehlich coupling: {froehlich:.3f} (no unit)")
print(f"Polaron energy scale: {froehlich*LO_PHONON*1e3:.2f} meV")
print("all assertions hold")
```

Printed output:

```
Band-edge mass: 0.023 m0
Nonparabolicity alpha: 2.7 1/eV
Magnetic field: 10 T
Model gap 1/alpha: 0.370 eV
s-p coupling P: 0.7833 eV nm
Magnetic length: 8.113 nm
Parabolic spacing: 50.33 meV
n=0: parabolic level 25.17 meV, Kane level 23.66 meV
n=0: 4*alpha*X = 0.272 (no unit)
n=1: parabolic level 75.50 meV, Kane level 64.33 meV
n=1: 4*alpha*X = 0.815 (no unit)
n=2: parabolic level 125.83 meV, Kane level 99.24 meV
n=2: 4*alpha*X = 1.359 (no unit)
Spacing 0->1: 40.67 meV
  from classical orbit: 40.67 meV
  mean energy: 43.99 meV
  cyclotron mass there: 0.02846 m0
  first order in alpha: 36.65 meV
Spacing 1->2: 34.91 meV
  from classical orbit: 34.91 meV
  mean energy: 81.78 meV
  cyclotron mass there: 0.03316 m0
  first order in alpha: 22.97 meV
Grid shift on halving step: 0.1001 meV
Extrapolated grid minus formula, largest: 0.00006 meV
Test kz: 0.1 1/nm
Spacing 0->1 at that kz: 38.47 meV
Spin-orbit splitting, rough input: 0.39 eV
Band-edge g factor with spin-orbit: -15.52 (no unit)
|g| from levels at 0.1 T: 15.49 (no unit)
Spin splitting of n=0: 7.67 meV
Spin splitting of n=1: 5.98 meV
Spin splitting of n=2: 4.91 meV
Spin-averaged spacing 0->1: 41.81 meV
Spin-averaged spacing 1->2: 36.51 meV
kT at 77 K: 6.64 meV; Boltzmann ratio n=1/n=0: 0.0022
kT at 300 K: 25.85 meV; Boltzmann ratio n=1/n=0: 0.2074
Mobility, rough input: 20000 cm2/Vs
Collision broadening hbar/tau: 2.52 meV
Low-temperature gap, rough input: 0.42 eV
Mass at that gap, same P: 0.0261 m0
Spacings at that gap: 37.32 and 32.73 meV
LO phonon energy, rough input: 30 meV
Dielectric constants, rough input: 12.3 and 15.1
Froehlich coupling: 0.049 (no unit)
Polaron energy scale: 1.46 meV
all assertions hold
```
